\section*{Valley Splitting of a Silicon Dot Crossed by One Atomic Step}

\section{Problem}

A single electron sits in a silicon quantum dot pressed against a (001) oxide interface. Let $z$ point from the oxide into the silicon. Confinement leaves the electron in the two conduction-band valleys at $\pm k_0$ along $z$, with
\begin{equation}
k_0=0.85\,\frac{2\pi}{a},
\end{equation}
where $a$ is the cubic lattice constant. The sharp interface couples the valleys and splits the ground level in two. Spin--orbit coupling is neglected.

One straight step of height $a/4$, a single atomic layer, crosses the dot. On the right of the step the silicon begins one layer further in. The probabilities of finding the electron over the left and right terraces are $p_L$ and $p_R$, with $p_L+p_R=1$.

\begin{enumerate}
\item Estimate the ratio of the valley splitting to its flat-interface value when $p_L=p_R$.
\item Derive the ratio for any weights, and evaluate it for equal weights.
\item A dot has a vertical field of 0.10 MV/cm, a lateral orbital spacing of 8 meV and a flat-interface splitting of 0.300 meV. Where must the step lie for equal weights, and what is the splitting then? What is it for a step through the centre?
\end{enumerate}

The field and the lateral confinement are the same with and without the step.

\section{First estimate by scaling}

The coupling between the valleys contains the product of a wave $e^{-ik_0z}$ with another $e^{-ik_0z}$. It therefore oscillates with the interface position at wave number $2k_0$, that is, with period
\begin{equation}
\lambda=\frac{2\pi}{2k_0}=\frac{\pi}{9.836\ \mathrm{nm^{-1}}}=0.319\ \mathrm{nm}.
\end{equation}
The step height is $0.1358$ nm, or $0.425\,\lambda$. A step of half a period would give the terraces opposite couplings, which would cancel. The actual step misses this by $0.075$ of a period, an angle of $2\pi\times0.075=0.471$ rad.

Picture the two couplings as unit arrows in the complex plane. They are opposite except for this small angle, so their sum has length of about $0.471$. On a flat interface the arrows are parallel and their sum has length 2. Hence
\begin{equation}
\text{ratio}\approx\frac{0.471}{2}=0.236 .
\label{eq:estimate}
\end{equation}
The estimate treats the valley states as plane waves and replaces a chord by its arc. The first simplification needs a justification, because $a/4$ along $z$ is not a lattice translation of silicon.

\section{Solution in first order of the valley coupling}

\subsection{Splitting and coupling}

Let $\psi_+$ be the Bloch function at $+k_0$. Without spin--orbit coupling, time reversal allows the choice $\psi_-=\psi_+^*$ for the other valley. In the lowest orbital state of the dot, the valley Hamiltonian is
\begin{equation}
H=\begin{pmatrix}E_0&D\\D^*&E_0\end{pmatrix}.
\end{equation}
Its eigenvalues follow from $(E-E_0)^2-|D|^2=0$, so $E=E_0\pm|D|$ and the splitting is $2|D|$. The required ratio is therefore $|D/D_0|$, where $D_0$ is the coupling on a flat interface.

\subsection{Phase acquired on the next terrace}

Diamond has a screw operation $S$: a quarter turn about $z$ through an atom, followed by the shift $\boldsymbol\tau=\tfrac a4(1,1,1)$. It carries each atomic layer into the next. The assumption about the interface is that $S$ also carries the left terrace, including its oxide, into the right one, and that the vertical envelope of the electron moves with the interface.

A quarter turn leaves a wave vector along $z$ unchanged, and the conduction band at $k_0$ is nondegenerate apart from spin. Thus $S$ can only multiply $\psi_+$ by a phase, which we write as
\begin{equation}
S\psi_+=\eta\,e^{-i\theta}\psi_+,\qquad \theta=\frac{k_0a}{4},\qquad |\eta|=1.
\label{eq:screw}
\end{equation}

A mirror operation fixes $\eta$. Let $M$ exchange $x$ and $y$; it is a symmetry of the crystal and leaves $\boldsymbol\tau$ unchanged. Then $S'=MSM^{-1}$ is the opposite quarter turn followed by the same shift $\boldsymbol\tau$. Since $\psi_+$ is nondegenerate, it is also an eigenfunction of $M$. The eigenvalues of $M$ and $M^{-1}$ cancel, and $S'\psi_+=\eta e^{-i\theta}\psi_+$.

In the product $SS'$ the two turns cancel. The shift of $S'$ is turned by $S$ before the shift of $S$ is added, which leaves the translation
\begin{equation}
\tfrac a4(-1,1,1)+\tfrac a4(1,1,1)=\tfrac a2(0,1,1).
\end{equation}
This is a lattice vector, and it multiplies $\psi_+$ by $e^{-ik_0a/2}=e^{-2i\theta}$. Comparison with $SS'\psi_+=\eta^2e^{-2i\theta}\psi_+$ gives $\eta^2=1$, so $\eta=\pm1$.

Let $W$ be the interface potential on the left terrace, weighted with the vertical envelope. On the right it becomes $SWS^{-1}$. Equation~(\ref{eq:screw}) and its complex conjugate give
\begin{equation}
S^{-1}\psi_+=\eta e^{i\theta}\psi_+,\qquad
S^{-1}\psi_-=\eta e^{-i\theta}\psi_- .
\end{equation}
The coupling on the right terrace is then
\begin{align}
D_R&=\langle\psi_+|SWS^{-1}|\psi_-\rangle
=\langle S^{-1}\psi_+|W|S^{-1}\psi_-\rangle\nonumber\\
&=(\eta e^{i\theta})^*(\eta e^{-i\theta})D_0
=e^{-i\varphi}D_0,
\end{align}
with
\begin{equation}
\varphi=2\theta=\frac{k_0a}{2}=0.85\,\pi=153^\circ .
\end{equation}
The plane-wave phase used in the estimate is thus justified by the screw symmetry.

A pseudopotential calculation tests this point. With form factors $-0.21$, $0.04$ and $0.08$ Ry at squared reciprocal vectors 3, 8 and 11, in units of $(2\pi/a)^2$, it gives Bloch states with the band minimum at $0.85\,(2\pi/a)$. Integrating a displaced interface potential, dependent on $z$ alone, between these states gives an equal-weight ratio of 0.2334 for one layer.

\subsection{Average over the dot}

The lateral envelope varies slowly on the atomic scale. To first order in the valley coupling, each terrace contributes in proportion to the probability above it:
\begin{equation}
D=D_0\left(p_L+p_Re^{-i\varphi}\right).
\end{equation}
The squared modulus is
\begin{align}
\left|\frac D{D_0}\right|^2
&=p_L^2+p_R^2+2p_Lp_R\cos\varphi\nonumber\\
&=(p_L+p_R)^2-2p_Lp_R(1-\cos\varphi)\nonumber\\
&=1-4p_Lp_R\sin^2\frac\varphi2 .
\label{eq:general}
\end{align}
The last line uses $p_L+p_R=1$ and $1-\cos\varphi=2\sin^2(\varphi/2)$. If the electron lies over one terrace, $p_Lp_R=0$ and the flat value returns. For fixed $\varphi$ the ratio is smallest when $p_Lp_R$ is largest, at $p_L=p_R=\tfrac12$. There
\begin{equation}
\left|\frac D{D_0}\right|=\left|\cos\frac\varphi2\right|
=\cos76.5^\circ=0.233 .
\label{eq:answer}
\end{equation}
The splitting falls to 23 percent of its flat value, a loss of 77 percent.

A step two layers high doubles the phase. With equal weights the ratio is $|\cos153^\circ|=0.891$. The higher step does less harm because its height is $0.85\,\lambda$, close to a full period.

\section{Comparison of estimate and solution}

Write $k_0=\kappa\,(2\pi/a)$. Equation~(\ref{eq:answer}) becomes
\begin{equation}
\cos\frac{\pi\kappa}{2}=\sin\frac{\pi(1-\kappa)}2
\approx\frac{\pi(1-\kappa)}2 .
\end{equation}
The right-hand side is the scaling estimate, $0.236$ for $\kappa=0.85$. It is the leading term of the sine for small $1-\kappa$. The next term lowers it by the relative amount $(0.236)^2/6\approx0.9$ percent, which accounts for the difference from $0.233$. The estimate works because the valley lies near the zone boundary $\kappa=1$, where one layer would produce complete cancellation.

Near-cancellation also makes the result sensitive to $k_0$. Taking $\kappa=0.83$ or $0.87$ changes the ratio to 0.264 or 0.203. A shift of about 2 percent in $k_0$ thus moves the ratio by about 13 percent of its value.

The first-order average can be compared with a lattice model that makes no valley approximation. Its atomic layers end at a hard wall with a real ledge, the field is 0.030 MV/cm and the orbital spacing is 4.0 meV. The weights inserted in Eq.~(\ref{eq:general}) are those of the computed states.

\begin{center}
\begin{tabular}{ccccc}
$\kappa$ & step (nm) & $p_R$ & diagonalized & Eq.~(\ref{eq:general})\\
0.85 & 0 & 0.465 & 0.234 & 0.243\\
0.85 & 8 & 0.117 & 0.748 & 0.781\\
0.70 & 0 & 0.465 & 0.455 & 0.458
\end{tabular}
\end{center}

In these three cases, computed on a lateral grid of 1 nm, the formula is high by up to about 4 percent of the diagonalized ratio. The diagonalized values depend on that grid: at 0.25 nm the second entry falls to about 0.737 and the gap widens to about 6 percent. Neither the size nor the sign of the deviation carries over to other fields, dot sizes or step positions. A plausible cause, not isolated here, is the disturbance of the envelope close to the ledge. The value 0.234 in the first row is not a confirmation of Eq.~(\ref{eq:answer}), since the weights there are unequal.

\section{The dot with given parameters}

The potential energy $eFz$ of the vertical field $F$ is higher on the right terrace, where the interface lies further into the silicon. With $F=0.10$ MV/cm $=0.010$ V/nm, the offset is
\begin{equation}
eF\frac a4=0.010\ \mathrm{eV/nm}\times0.1358\ \mathrm{nm}
=1.36\ \mathrm{meV}.
\end{equation}
It pushes the electron to the left. The lateral Schr\"odinger equation with this offset, a harmonic confinement of 8 meV and the transverse mass $0.19\,m_e$ gives equal weights when the step lies 0.74 nm left of the confinement centre. The splitting is then
\begin{equation}
0.300\ \mathrm{meV}\times0.2334=0.070\ \mathrm{meV}=70\ \mu\mathrm{eV}.
\end{equation}

For a step through the centre, the same equation gives $p_R=0.4417$ and $p_L=0.5583$. Equation~(\ref{eq:general}) yields
\begin{equation}
\sqrt{1-4(0.5583)(0.4417)\sin^2 76.5^\circ}=0.26,
\end{equation}
and a splitting of 0.078 meV. Geometrical symmetry of the step therefore does not guarantee equal weights.

First-order averaging requires the valley coupling to be small against the orbital spacing. Here 0.300 meV stands against 8 meV. Diagonalizing the lateral problem with both valleys and their orbital mixing again gives 0.070 meV at equal weights. The vertical subband gap, 28 meV, is also large compared with the 1.36 meV offset, which supports an envelope that follows the interface away from the ledge. Beside the ledge the envelope adjusts only over a lateral distance of about $\hbar/\sqrt{2m_t\Delta}=2.7$ nm, where $m_t$ is the transverse mass and $\Delta$ the subband gap. This is not negligible beside the lateral oscillator length of 7.1 nm. In lattice models with a real ledge it raises the equal-weight splitting by roughly 10 to 30 percent, depending on how the interface is modelled. This is as large as the difference between 0.070 and 0.078 meV or larger, and it can make the centred step the one with the smaller splitting. The averaged model therefore does not settle which of the two step positions gives the smaller splitting.

The loss of splitting matters for spin levels. For $g=2$, the Zeeman energy $g\mu_BB$ equals the valley splitting at 2.6 T on the flat interface, but at about 0.60 T with the equal-weight step in the averaged model.

\section{Relation to real devices}

The field, orbital spacing and flat splitting are rough typical values for silicon metal--oxide--semiconductor dots. At 0.1 K the thermal energy is 0.009 meV, well below the reduced splitting. The oxide field is 0.30 MV/cm, against a rough breakdown field of 10 MV/cm. For a rough 3 eV barrier with an oxide mass of $0.4\,m_e$, tunnelling through 10 nm of oxide carries a factor near $10^{-49}$ if the barrier is taken as flat; the oxide field raises it somewhat, but it can still be ignored. Penetration into the oxide is less harmless: the density decays over 0.09 nm, comparable with the step height, so the coupling feels the atomic arrangement of the oxide.

That arrangement is where real devices break the main assumption. Thermal oxide is amorphous, and its two terraces are not related by a screw operation. Their couplings may differ in strength and carry an additional relative phase. At equal strengths and weights, an additional phase of $\pm3.6^\circ$ has the same effect as changing $\kappa$ by $\pm0.02$, and moves the ratio between 0.26 and 0.20. An additional $27^\circ$ completes the half turn and removes the first-order splitting. Steps in a real dot may also wander or occur in groups, and each further terrace then adds its own weight and phase to $D$. The figure of 23 percent thus belongs to one clean single-layer step with equivalent terraces, equal weights and an envelope that follows the interface. The numerical output below gives the remaining digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a = 0.543 nm; step a/4 = 0.1358 nm
k0 = 0.85 (2 pi/a) = 9.836 1/nm
phase phi = 0.85 pi = 153.0 degrees
equal-weight reduction, one layer = 0.2334
equal-weight reduction, two layers = 0.8910
form factors (squared G: Ry) = {3: -0.21, 8: 0.04, 11: 0.08}
pseudopotential band minimum = 0.85 (2 pi/a)
largest allowed harmonic = 0.1617
largest forbidden harmonic = 4.4e-13
Bloch-state reduction, one layer = 0.2334
Bloch-state reduction, two layers = 0.8910
lattice dot: field = 0.030 MV/cm, orbital spacing = 4.0 meV
lattice dot k0 = 0.85 (2 pi/a), step at 0.0 nm:
  right weight = 0.4647; flat splitting = 0.4189 meV
  reduction: diagonalized = 0.2339, formula = 0.2433
lattice dot k0 = 0.85 (2 pi/a), step at 8.0 nm:
  right weight = 0.1167; flat splitting = 0.4189 meV
  reduction: diagonalized = 0.7482, formula = 0.7810
lattice dot k0 = 0.70 (2 pi/a), step at 0.0 nm:
  right weight = 0.4647; flat splitting = 0.4577 meV
  reduction: diagonalized = 0.4550, formula = 0.4583
masses: longitudinal = 0.92, transverse = 0.19 m_e
example vertical field = 0.10 MV/cm
example lateral orbital spacing = 8.0 meV
lateral oscillator length = 7.08 nm
example flat splitting = 0.300 meV
energy offset between terraces = 1.358 meV
step position for equal weights = -0.738 nm
splitting with equal weights = 0.0700 meV = 70.0 micro-eV
same with orbital mixing = 0.0700 meV
step at centre: right weight = 0.4417
step at centre: reduction = 0.2595
step at centre: splitting = 0.0779 meV
Zeeman crossing (g = 2), flat = 2.591 T
Zeeman crossing (g = 2), stepped = 0.605 T
reduction if k0 = 0.83 (2 pi/a): 0.2639
reduction if k0 = 0.87 (2 pi/a): 0.2028
vertical subband gap = 28.1 meV
thermal energy at 0.1 K = 0.0086 meV
oxide field = 0.30 MV/cm; rough breakdown = 10 MV/cm
rough oxide: barrier 3.0 eV, mass 0.4 m_e, thickness 10 nm
density decay length in oxide = 0.089 nm
log10 of tunnelling factor = -48.7
\end{verbatim}
